The Mobility Derivative in Newton Drift-Diffusion Solvers

Raising the bias of a silicon resistor from 1.25 to 1.5 V takes 5 Newton iterations if the solver differentiates the field-dependent mobility, and 63 if it treats the mobility as frozen while building the Jacobian. The current is the same in both runs. In a material whose drift velocity falls with field, the two versions can even part ways: started one microvolt from a steady solution that is itself unstable in time, the frozen version moves away and the full one returns to it.

The setting discussed here is the choice whether dμ/dE enters the Jacobian. In both positions the residual uses the full field-dependent mobility μ(E); the setting changes the search for the solution, not the equations to be solved.

**What is being solved**

The model is one-dimensional and steady, with electrons only, Boltzmann statistics and diffusion coefficient μVt, where Vt is the thermal voltage. With potential ψ, field E = −dψ/dx, electron density n and donor density N,

ε dE/dx = q(N − n),

J = qμ(E)(nE + Vt dn/dx), dJ/dx = 0.

J is the conventional current density, positive along +x. The left contact is at the applied voltage V and the right one at zero, so E and J are positive in the middle of the device. Both contacts fix ψ and n.

Between neighbouring nodes L and R, a distance h apart, E, μ and J are taken as constant. Put u = (ψ_R − ψ_L)/Vt, so that E = −uVt/h. The current equation becomes

dn/dx − (u/h)n = J/(qμVt).

Multiplying by exp(−ux/h) makes the left side a total derivative. Integration from 0 to h gives

n_R exp(−u) − n_L = [J/(qμVt)] h[1 − exp(−u)]/u.

Solving for J and multiplying numerator and denominator by exp(u) yields the Scharfetter-Gummel current,

J = (qVt/h) μ S, S = n_R B(u) − n_L B(−u),

B(u) = u/[exp(u) − 1].

The residual F collects two equations per inner node i:

(ε/h²)(ψ_(i+1) − 2ψ_i + ψ_(i−1)) + q(N_i − n_i) = 0,

J_(i+1/2) − J_(i−1/2) = 0.

**What the setting removes**

A small change of the unknowns changes the edge current by

δJ = (qVt/h){μ[B(u)δn_R − B(−u)δn_L] + μ[n_R B′(u) + n_L B′(−u)]δu + S(dμ/dE)δE},

with δu = (δψ_R − δψ_L)/Vt and δE = −(δψ_R − δψ_L)/h. The plus sign before n_L B′(−u) comes from two minus signs, one in S and one from differentiating B(−u).

The last term is what the setting switches. Since (qVt/h)S = J/μ, it equals

(J/μ)(dμ/dE)δE.

Two facts follow. The term couples the same two potentials as the δu term, so it adds no new positions to the matrix. It is also proportional to the current, so at zero current it vanishes.

If the mobility is instead driven by the quasi-Fermi gradient, E is replaced in μ by E + Vt(ln n_R − ln n_L)/h. The complete derivative then also contains Vt(δn_R/n_R − δn_L/n_L)/h, and a Jacobian that differentiates the potential alone is still incomplete.

**Same solution, different error law**

Let A be the exact Jacobian and K the one without the mobility derivative. The iterations are

x_new = x − A⁻¹F(x) and x_new = x − K⁻¹F(x).

Where the matrix in use is regular, the update is zero if and only if F = 0. Both iterations therefore have the same stationary points. This does not guarantee that both reach one, or the same one if there are several.

Let x* be a solution and e = x − x* the error. Expanding F(x*) = F(x − e) = 0 about x gives

F(x) = A(x)e + O(e²),

provided F is twice differentiable there. Insertion into the two iterations gives

full: e_new = e − A⁻¹(Ae + O(e²)) = O(e²),

truncated: e_new = K⁻¹(K − A)e + O(e²) = Ge + O(e²).

In the error map G = K⁻¹(K − A) the matrices may be evaluated at x*, because the difference is again of order e². The full iteration also needs A to be regular at x*. The truncated one converges locally if the spectral radius ρ of G, its largest eigenvalue magnitude, is below 1, and then in general linearly.

The exception is equilibrium. With J = 0 at the solution, K = A there and G = 0, so the truncated iteration is quadratic too. This was tested in the silicon resistor by shrinking a starting perturbation tenfold and comparing the errors after one iteration. The measured order at 1.5 V is 2.007 with the derivative and 0.999 without it. At zero bias it is 2.006 without it. Convergence in a trial run at equilibrium therefore gives no warning that the derivative is missing. The two versions take different intermediate steps, because the iterates carry current, but both converge quadratically, and the truncated one can even finish first.

**How slow: a uniform sample**

In a uniformly doped sample of length L the solution is n = N with constant E, and the eigenvalues of G can be found in closed form. Define

s = −d ln μ/d ln E.

Since the drift velocity is v = μE, d ln v/d ln E = 1 − s. Thus s = 0 means constant mobility, s = 1 full saturation, and s > 1 a velocity that falls with field.

Write the truncated step as K e_new = (K − A)e_old, and call the field error f. The Poisson rows of K and A agree, so the new error obeys the linearized Poisson equation,

δn_new = −(ε/q) df_new/dx.

The continuity rows are differences of edge currents, so the currents on the two sides agree up to a constant. K contributes the frozen-mobility current of the new error, and K − A contributes minus the omitted term acting on the old one:

qμ(N f_new + Eδn_new + Vt dδn_new/dx) = −(J/μ)(dμ/dE)f_old + constant.

With J/μ = qNE and E dμ/dE = −sμ, the first term on the right is qμN s f_old. Dividing by qμN and inserting δn_new gives

f_new − a f_new′ − ℓ²f_new″ = s f_old + c,

a = εE/(qN), ℓ² = εVt/(qN).

Here ℓ is the screening length. Fixed density at the contacts means f′ = 0 at both ends; fixed potentials mean that the integral of f vanishes.

For an eigenvector, f_new = λf_old. Differentiation removes c, and p = f′ obeys

λ(p − a p′ − ℓ²p″) = s p, p(0) = p(L) = 0.

Set p = exp(−αx)w with α = a/(2ℓ²) = E/(2Vt). The terms in w′ are −a w′ + 2αℓ²w′ = 0. Besides w itself, the terms in w have coefficients that add up to aα − ℓ²α² = a²/(4ℓ²) = (ℓE/2Vt)². What remains is

λ{[1 + (ℓE/2Vt)²]w − ℓ²w″} = s w.

The boundary conditions select w = sin(mπx/L), m = 1, 2, …, so

λ_m = s/[1 + (ℓE/2Vt)² + (mπℓ/L)²].

Each p gives one f, whose integration constant is set by the zero integral. Errors with f = 0, purely in the density, belong to λ = 0 and disappear in one step. For s > 0 the spectral radius is therefore ρ = λ_1.

The numerator measures how strongly the mobility responds to field. The denominator measures how strongly screening, drift and diffusion tie a field error to a density error, which the truncated Jacobian does treat correctly.

For silicon take

μ = μ0/√[1 + (E/Ec)²], Ec = vsat/μ0,

which gives s = (E/Ec)²/[1 + (E/Ec)²] < 1. In this uniform model the truncated iteration then converges locally at every field. To find the worst field, put Y = E², b = 1 + (πℓ/L)² and c₁ = (ℓ/2Vt)². Then

1/ρ = (Ec² + Y)(b + c₁Y)/Y = b + c₁Ec² + bEc²/Y + c₁Y.

The last two terms have a constant product, so their sum is smallest when they are equal, at Y = Ec√(b/c₁). This gives

ρ_max = 1/(√b + ℓEc/2Vt)².

For N = 10¹⁷ cm⁻³, ℓ = 12.93 nm, Vt = 25.85 mV and Ec = 12.5 kV/cm, ℓEc/2Vt = 0.313. In a 200 nm sample √b = 1.020, so ρ_max = 1/1.333² = 0.563, at 22.6 kV/cm. The largest eigenvalue of the discretized map there is 0.5628; at fields 30 % lower and 40 % higher it is smaller, 0.514 and 0.519, and agrees with the formula.

At fixed Ec, heavier doping shortens ℓ and raises ρ_max towards 1. Lighter doping lowers it.

**Why the early iterations are slower still**

The eigenvalue is a statement about late iterations. The modes carry the factor exp(−Ex/2Vt), which varies by exp(V/2Vt) across the sample, or exp(19) at 1 V. A smooth error is a sum of such modes with large cancelling coefficients, and its size need not shrink by ρ at first.

The equation for f shows what happens instead. If f varies slowly over a and ℓ, the second derivative is small and f_new(x) − a f_new′(x) ≈ f_new(x − a). Hence

f_new(x) ≈ s f_old(x + a) + c.

Integrating the full equation over the sample gives c = a[f_new(0) − f_new(L)]/L, which is small when a is much less than L. The error thus shrinks by about s per iteration and moves a distance a towards −x, the direction of electron drift. It needs roughly L/a iterations to leave the sample.

In a 500 nm sample at 20 kV/cm, s = 0.719, ρ = 0.572 and L/a = 39. A half-sine potential error shrinks by 0.704 per iteration over the first five iterations of the linear map, and by 0.572 over iterations 391 to 400. Both limits are confirmed. The change from one to the other is gradual: the factor is about 0.62 around iteration 40, close to L/a, and 0.58 around iteration 110.

**Worked example: a silicon n+/n/n+ resistor**

The regions are 100, 600 and 100 nm long, with doping 10¹⁸, 10¹⁷ and 10¹⁸ cm⁻³ and smooth transitions about 10 nm wide. Everywhere μ0 = 800 cm²/Vs and vsat = 10⁷ cm/s, at 300 K. The bias rises in steps of 0.25 V. At each step both iterations start from the previous solution plus a linear potential, and stop when no potential changes by more than 10⁻¹⁰ V.

The counts with and without the derivative are 4 and 8 at 0.25 V, 5 and 38 at 1 V, and 5 and 63 at 1.5 V. In the last step both start with an error of 52 mV. The full iteration brings the largest potential error to 3.4·10⁻³, 2.0·10⁻⁵ and 2.3·10⁻⁹ V, and then to rounding level. The truncated one still has 2.1·10⁻³ V after 10 iterations and 4.8·10⁻⁵ V after 20.

The mean field in the middle region is 24.5 kV/cm, so

s = (24.5/12.5)²/[1 + (24.5/12.5)²] = 0.79.

The uniform formula with L = 600 nm gives

ρ = 0.793/(1 + 0.374 + 0.005) = 0.575.

The observed factor, averaged over ten iterations from the first error below 10⁻⁵ V, is 0.706. It lies between the two numbers, as does the average over the whole run: an error ratio of 1.7·10⁻¹⁰/5.2·10⁻² in 63 iterations means 0.73 per iteration.

The decay is not regular. The average factor is 0.69 between iterations 10 and 20 and 0.79 between 20 and 30. Over the ten iterations that follow the first error below 10⁻⁵ V, repeated application of G at the solution reproduces the actual potential error to 4·10⁻⁶ of its maximum, so there the behaviour belongs to the linear map and not to remaining nonlinearity. The two leading eigenvalues of G for this device form a complex pair, 0.721 ± 0.145i, of magnitude 0.736. An error made of such a pair changes its shape as it shrinks and reverses sign about every 16 iterations, so even its late decay is uneven.

Both iterations give J = 1.468·10⁵ A/cm², and their final potentials differ by at most 1.7·10⁻¹⁰ V. A separate collocation solution of the continuum equations gives the same current to the six digits printed. As a plausibility check, the velocity at the mean field is vsat√s = 8.9·10⁶ cm/s, and qNv = 1.43·10⁵ A/cm². The solver's value is 3 % higher; the estimate ignores injected electrons, diffusion and the variation of the field.

**How far the silicon model can be trusted**

The mobility, saturation velocity and doping are rough typical values for silicon at room temperature, except in the n+ regions, where a mobility near 300 cm²/Vs would be more typical. That would add 38 mV of voltage drop at the same current, 2.5 % of the bias. The assumption that fails most clearly is that electrons stay at lattice temperature. With a rough energy relaxation time of 0.3 ps, the local estimate is about 800 K. Using this temperature for diffusion throughout the device changes the current by only 0.7 %, but it changes the convergence estimate more: the term 0.374 scales inversely with temperature and falls to 0.14, the length term rises to 0.012, and ρ goes from 0.58 to 0.69. The device itself does not follow this trend of the uniform estimate: with the hotter diffusion its truncated count at 1.5 V falls from 63 to 55. Electrons travel about 27 nm while their energy relaxes, 4 % of the middle region; in a channel only tens of nanometres long a mobility set by the local field loses its basis. Driving the mobility by the quasi-Fermi gradient changes the current by −0.1 %. The degeneracy correction to diffusion in the n+ regions is 1.3 %, and self-heating is 1.5 K if the contacts stay cold, which real heat sinks do not ensure. Impact ionization and tunnelling are negligible at the peak field of 40 kV/cm.

**When the truncated iteration is repelled**

If s > 1, λ_1 can exceed 1. Consider a model velocity curve with a peak,

v = (μ0E + v₁z⁴)/(1 + z⁴), z = E/E0,

with μ0 = 8000 cm²/Vs, v₁ = 10⁷ cm/s and E0 = 4 kV/cm. The doping and permittivity are those of the silicon middle region, the length is 80 nm and the field 6 kV/cm. This is a numerical example, not a prediction for a real sample: at such a short length a mobility set by the local field is doubtful. Then s = 1.80 and

λ_1 = 1.80/(1 + 0.02 + 0.26) = 1.41.

An initial potential error of 10⁻⁶ V grows to 1.7·10⁻⁴ V in 15 truncated iterations, by a factor of 1.405 in the last one. Four full Newton iterations from the same start reduce it to rounding level. Continued, the truncated iteration settles on another, non-uniform steady solution, whose current is 23.5 % lower than that of the uniform one, or 9 % lower if the initial error has the opposite sign.

The repelling solution is also physically special. Away from steady state, q ∂n/∂t = dJ/dx. With δn = −(ε/q)f′, a small disturbance in mode m then grows at the rate

(qμN/ε)[s − 1 − (ℓE/2Vt)² − (mπℓ/L)²],

which is positive exactly when λ_m > 1. In this model a uniform sample held at fixed voltage would therefore not stay in the state that repels the truncated iteration, whereas both non-uniform solutions are stable. Full Newton finds a steady solution whether or not it is stable in time.

Damping does not remove the repulsion. If only a fraction θ of each update is applied, with 0 < θ ≤ 1, the error in a mode is multiplied by

1 − θ + θλ = 1 + θ(λ − 1),

which exceeds 1 for every such θ when λ > 1. For 0 < λ < 1 the same expression shows that damping slows the late convergence.

Full Newton has a limit of its own. From the definition of G, A = K(1 − G), so A is singular when an eigenvalue of G equals 1, and quadratic convergence is then no longer assured. In the example λ_2 = 0.88, so no eigenvalue sits at 1.

**Choosing the setting**

Include the derivative whenever current flows and s is not small. For the silicon law s is below 0.06 for E < Ec/4, and the truncated iteration then still gains about one digit per step. The benefit is local: a distant starting point may still require a bias ramp such as the one used above.

Include it in particular where the velocity falls with field. There a failure of the truncated iteration does not show that the equations lack a solution, and convergence of the full one does not show that the solution is stable in time; that needs a separate check.

If the derivative must be left out, estimate the number of iterations from

k ≈ ln(e_start/e_end)/ln(1/r),

with r between ρ and s as a rough guide. For the resistor's last bias step, ln(5.2·10⁻²/1.7·10⁻¹⁰) = 19.5, which gives 35 iterations with r = 0.575 and 84 with r = 0.793. The actual number was 63. At 0.25 and 0.5 V the whole range lies one to two iterations above the actual count. The uniform estimate gives the scale, not the count.

Tighten the stopping test as well. If the error shrinks by a steady positive factor r, the last update has size (1/r − 1)|e_new|, so

|e_new| = r/(1 − r) × |last update|.

For r = 0.73 the remaining error is 2.7 times the last update. In the resistor the final error, 1.7·10⁻¹⁰ V, did exceed the 10⁻¹⁰ V threshold on the update.

To find out whether a Jacobian is complete, compare its product with a random direction against a numerical directional derivative of the residual, at a solution that carries current. Ordinary finite differences leave a small mismatch of their own; a complex-step derivative, the imaginary part of F(x + iηd)/η for direction d and tiny η, avoids it, provided the residual code contains no absolute value or other operation that discards the imaginary part. With that method, in the continuity equations of the resistor at 1.5 V, the relative mismatch is 2·10⁻¹⁶ with the mobility derivative and 0.07 without it. The numerical output below lists the remaining iteration counts and errors.

Computed values

```
thermal voltage 25.852 mV; screening length 12.93 nm
Ec = vsat/mu0 = 12.50 kV/cm; grid spacing 1.0 nm
bias (V): iterations with / without mobility derivative
  0.25: 4 / 8
  0.50: 4 / 15
  0.75: 4 / 26
  1.00: 5 / 38
  1.25: 5 / 51
  1.50: 5 / 63
largest potential error (V) at 1.50 V, with / without
  iteration 0: 5.22e-02 / 5.22e-02
  iteration 1: 3.43e-03 / 2.41e-02
  iteration 2: 1.96e-05 / 1.85e-02
  iteration 3: 2.31e-09 / 1.41e-02
  iteration 4: 4.44e-16 / 1.09e-02
  iteration 5: 2.22e-16 / 8.35e-03
  iteration 6: finished / 6.41e-03
  iteration 10: finished / 2.09e-03
  iteration 20: finished / 4.76e-05
  iteration 30: finished / 4.79e-06
  iteration 40: finished / 1.96e-07
  iteration 60: finished / 5.02e-10
(errors below about 1e-12 V are rounding)
final potential difference 1.7e-10 V
current density 1.46763e+05 A/cm2
  without derivative 1.46763e+05 A/cm2
  continuum collocation 1.46763e+05 A/cm2
  change on doubling grid spacing 0.001 %
Jacobian mismatch with / without 2.2e-16 / 0.073
local order with / without 2.007 / 0.999
local order without, zero bias 2.006
observed error factor 0.706; map misfit 3.8e-06
middle mean field 24.46 kV/cm, s = 0.793
  uniform-sample rho there 0.575
peak field 40.46 kV/cm, s = 0.913
uniform 200 nm: field kV/cm, eigenvalue, formula
  15.81, 0.5138, 0.5138
  22.59, 0.5628, 0.5628
  31.62, 0.5191, 0.5190
  largest factor from closed form 0.5628
uniform 500 nm at 20 kV/cm: L/a = 38.7
  early factor 0.7040, s = 0.7191
  late factor 0.5723, rho = 0.5722
falling velocity, 80 nm at 6 kV/cm:
  s = 1.800, rho = 1.4062, growth 1.4054
  error after 15 truncated steps 1.71e-04 V (start 1e-6 V)
  error after 4 full steps 1.7e-16 V
hot electrons 806 K; hot diffusion alters current 0.73 %
quasi-Fermi driving force alters current -0.12 %
extra n+ drop at 300 cm2/Vs 38.2 mV
energy relaxation length 26.7 nm
self-heating 1.47 K; ionization integral 4.2e-14
tunnelling exponent 373; degeneracy correction 1.26 %
```
